\section*{One-electron spectra of twisted tubes from a single repeating piece, part 3}

The one-electron spectrum of a twisted tube is computed on one copy of its smallest repeating piece, in Rydberg atomic units (bohr, Ry), with $H=-\nabla^2+V$. The real potential $V$ is invariant under $C$, a turn by $2\pi/N$ about the axis, and $S$, a turn by $2\pi\alpha$ with a rise $\tau$. With $\theta_1=z/\tau$, $\theta_2=\phi/2\pi-\alpha z/\tau$, the domain is $0\le\theta_1<1$, $0\le\theta_2<1/N$. In block $(\eta,\nu)$, with lowest level $E_1(\eta,\nu)$, $\psi=e^{2\pi i(\eta\theta_1+\nu\theta_2)}u$ with $u$ periodic on the domain. For equal labels the Laplacian is Hermitian there:
\begin{equation}
\nabla^2=\partial_r^2+\frac1r\partial_r+\frac1{\tau^2}\partial_1^2-\frac{2\alpha}{\tau^2}\partial_1\partial_2+c(r)\,\partial_2^2,
\qquad c(r)=\frac{\alpha^2}{\tau^2}+\frac1{4\pi^2r^2}.
\label{eq:lap}
\end{equation}
The cylinder surface $r=R$ drops radial derivatives; the ring keeps only $\phi$. With $\chi_{\eta\nu}(a,b)=e^{2\pi i(a\eta+b\nu/N)}$, states are projected by
\begin{equation}
\psi_{\eta\nu}(\mathbf x)=\frac1N\sum_{a\in\mathbb Z}\sum_{b=0}^{N-1}\chi_{\eta\nu}(a,b)^*\,\psi(S^aC^b\mathbf x).
\label{eq:proj}
\end{equation}
The closure $S^M=1$ gives $\eta=j/M$.

Waves $e^{im\phi+ikz}$ have $m=\nu+Nl$, $p_1=2\pi(\eta+n)$, $p_2=2\pi m$, $k=(p_1-\alpha p_2)/\tau$, integers $n,l$, and
\begin{equation}
\frac{m^2}{r^2}+k^2=\frac{p_1^2}{\tau^2}-\frac{2\alpha\,p_1p_2}{\tau^2}+\Big(\frac{\alpha^2}{\tau^2}+\frac1{4\pi^2r^2}\Big)p_2^2 .
\label{eq:symbol}
\end{equation}
$V$ changes $m$ only by multiples of $N$. With radial factor $J_m(\kappa r)$ and $V=0$, $E=\kappa^2+k^2$.

Time reversal gives $E(\eta,\nu)=E(-\eta,N-\nu)$; the generator $SC^{-1}$ gives
\begin{equation}
E(\eta,\nu;\alpha)=E(\eta-\nu/N,\nu;\alpha-1/N).
\label{eq:relabel}
\end{equation}
Also $E_1(0,0)\le E_1(\eta,\nu)$. An achiral structure labelled with its full group has integer $2N\alpha$. The translational period is $a\tau$, with $a$ the denominator of $N\alpha$ in lowest terms.

The ring grid has $n_g$ points per cell, spacing $h=2\pi R/(Nn_g)$ and a three-point stencil. With $(U_\nu)_{cn_g+j,\;j'}=N^{-1/2}e^{2\pi i\nu c/N}\delta_{jj'}$ and $h^{(d)}$ the part of $H$ linking cell $c'$ to $c'+d$,
\begin{equation}
(U_{\nu'}^\dagger HU_\nu)_{j'j}=\frac1N\sum_{c'}e^{2\pi i(\nu-\nu')c'/N}\sum_dh^{(d)}_{j'j}e^{2\pi i\nu d/N}=\delta_{\nu\nu'}\sum_dh^{(d)}_{j'j}\,e^{2\pi i\nu d/N}.
\label{eq:ringblock}
\end{equation}
A term $\delta\cos\phi$ couples $\nu$ to $\nu\pm1$ with magnitude $\delta/2$. For $V=0$,
\begin{equation}
E_m=\frac{2-2\cos(2\pi m/Nn_g)}{h^2}=k^2-\frac{k^4h^2}{12}+\frac{k^6h^4}{360}-\dots,\qquad k=\frac mR .
\label{eq:freering}
\end{equation}
With smooth $V$ the leading error is $-(h^2/12)\langle k^4\rangle$.

\subsection{The helical surface}

On the cylinder surface take $n_1$ and $n_2$ points per domain, $h_1=1/n_1$, $h_2=1/(Nn_2)$, and let $E_1$, $E_2$ be the unit shifts of the two indices. With $D_i=(E_i-E_i^\dagger)/2h_i$ and $D_{ii}=(E_i+E_i^\dagger-2)/h_i^2$ the kinetic matrix is
\begin{equation}
K=-\frac1{\tau^2}D_{11}+\frac{2\alpha}{\tau^2}D_1D_2-c(R)\,D_{22}.
\end{equation}
It is Hermitian: $D_{ii}$ is Hermitian, and $D_1D_2$ is a product of two commuting anti-Hermitian matrices. Under the closure $S^M=1$ the grid is a torus of $Mn_1\times Nn_2$ points. The transformation is the tensor product of a matrix $U$ for $M$ cells in $\theta_1$ and one for $N$ cells in $\theta_2$. Equation \eqref{eq:ringblock} applied to each factor replaces $E_1$ by the $n_1\times n_1$ shift with corner $e^{2\pi i\eta}$, $\eta=j/M$, and $E_2$ by the shift with corner $e^{2\pi i\nu/N}$; the potential, periodic in both indices, stays diagonal. The mixed term is $\frac{\alpha}{2\tau^2h_1h_2}(E_1E_2-E_1E_2^\dagger-E_1^\dagger E_2+E_1^\dagger E_2^\dagger)$, so a diagonal neighbour reached across both faces carries the product phase, $e^{2\pi i(\eta+\nu/N)}$ for $E_1E_2$ and $e^{2\pi i(\eta-\nu/N)}$ for $E_1E_2^\dagger$.

On a wave $e^{i(p_1\theta_1+p_2\theta_2)}$, with $X_i=2\sin(p_ih_i/2)/h_i$, one has $D_{ii}\to-X_i^2$ and $D_i\to i\sin(p_ih_i)/h_i=iX_i\cos(p_ih_i/2)$. Then
\begin{align}
K&\to\frac{X_1^2}{\tau^2}-\frac{2\alpha}{\tau^2}X_1X_2\cos\frac{p_1h_1}2\cos\frac{p_2h_2}2+cX_2^2\nonumber\\
&\ge\frac{(|X_1|-|\alpha||X_2|)^2}{\tau^2}+\frac{X_2^2}{4\pi^2R^2}\ge0,
\end{align}
because the cosines have modulus at most one. The mixed stencil cannot create negative kinetic energy. Expanding with $X_i^2=p_i^2-p_i^4h_i^2/12$ and $\sin(p_ih_i)/h_i=p_i-p_i^3h_i^2/6$, the leading deviation from \eqref{eq:symbol} is
\begin{equation}
\Delta=-\frac{p_1^4h_1^2}{12\tau^2}-\frac{c\,p_2^4h_2^2}{12}+\frac{\alpha\,p_1p_2}{3\tau^2}\big(p_1^2h_1^2+p_2^2h_2^2\big).
\end{equation}
For a wave along the axis, $p_2=0$, it is negative. For a wave around the axis, $k=0$ and $p_1=\alpha p_2$, using $\frac13-\frac1{12}=\frac14$,
\begin{equation}
\Delta=p_2^4\Big[\frac{\alpha^4h_1^2}{4\tau^2}+\frac{h_2^2}4\Big(\frac{\alpha^2}{\tau^2}-\frac13\cdot\frac1{4\pi^2R^2}\Big)\Big].
\label{eq:shearerr}
\end{equation}
The exact symbol for such a wave results from a cancellation of the three $\alpha$-dependent terms, which the stencil reproduces only to order $h^2$. For large enough shear the error is positive, opposite in sign to that on the ring.

\section{Two model calculations}

The parameters are round model values and describe no material. The program that produced the numbers and its output are printed after this text.

\subsection{Six-fold ring}

Take $N=6$, $R=5$ bohr, $V=V_0\cos6\phi$ with $V_0=0.5$ Ry, and $n_g=16$, so $h=2\pi\cdot5/96=0.327249$ bohr and the $96\times96$ matrix should split into six blocks of size 16. The largest off-block element of $U^\dagger HU$ is $7.9\times10^{-15}$ Ry, and the sorted union of block eigenvalues differs from the spectrum of the full matrix by at most $4.3\times10^{-14}$ Ry; both are rounding errors. The projector algebra, the corner elements and the free levels \eqref{eq:freering} block by block are tested as well. Adding $0.1\cos\phi$ Ry gives a coupling of $0.050000$ Ry between $\nu=0$ and $1$, as $\delta/2$ requires, and none between blocks whose labels differ by other than $\pm1$. The two lowest levels, in Ry, are
\begin{equation}
\begin{array}{c|cccc}
\nu&0&1,5&2,4&3\\ \hline
E_1&-0.083668&-0.052431&0.028714&0.088363\\
E_2&1.406186&1.032498&0.721141&0.584382
\end{array}
\end{equation}
and the equality of $\nu$ and $6-\nu$ is time reversal.

Mathieu functions provide an exact reference, used here for the blocks $\nu=0$ and $\nu=3$, where their order is an integer. With $x=N\phi/2$, $\partial_\phi^2=(N^2/4)\partial_x^2$, and the equation $-R^{-2}\psi_{\phi\phi}+V_0\cos(N\phi)\psi=E\psi$, multiplied by $-4R^2/N^2$, becomes Mathieu's equation
\begin{equation}
\psi_{xx}+(a-2q\cos2x)\psi=0,\qquad a=\frac{4R^2E}{N^2},\qquad q=\frac{2R^2V_0}{N^2}.
\end{equation}
Here $q=2\cdot25\cdot0.5/36=0.694444$ and $E=0.36\,a$ Ry. The rotation $C$ shifts $x$ by $\pi$. The block $\nu=0$ holds the solutions of period $\pi$, with characteristic values $a_0,b_2,\dots$; the block $\nu=3$ has phase $e^{i\pi}=-1$ and holds $b_1,a_1,\dots$. From $a_0=-0.229649$, $b_2=3.959896$, $b_1=0.250316$, $a_1=1.628836$ the exact levels are $-0.082674$, $1.425563$, $0.090114$ and $0.586381$ Ry. The selection rule accounts for their size. In $\nu=3$ the waves $m=\pm3$, at $9/25=0.36$ Ry, are coupled by $V_0/2=0.25$ Ry, giving $0.11$ and $0.61$ Ry; the coupling to $m=\pm9$, at $81/25=3.24$ Ry, lowers both by about $0.25^2/(3.24-0.36)=0.0217$ Ry in second order, to $0.0883$ and $0.5883$ Ry, within $0.002$ Ry of the exact values.

For the lowest level the grids $n_g=16$ and $32$ give $-0.083668$ and $-0.082921$ Ry, below the exact value as \eqref{eq:freering} implies. Eliminating the $h^2$ term,
\begin{equation}
\frac{4(-0.082921)-(-0.083668)}3=-0.082672\ \text{Ry},
\end{equation}
which is $2\times10^{-6}$ Ry from the Mathieu value. For $b_2$, $(4\cdot1.420708-1.406186)/3=1.425549$ Ry, which is $1.4\times10^{-5}$ Ry below it. The ratios of the errors on the two grids, measured from the exact levels, are $4.022$, $3.992$, $4.016$ and $4.028$. They lie on both sides of 4. At order $h^4$ there are two contributions, the positive first-order term $h^4\langle k^6\rangle/360$ and the second-order effect of the $h^2$ term, which is negative for the lowest level of a block; that their balance sets the side in each case is a conjecture not examined numerically.

\subsection{Three-fold helical surface}

Take $R=4$ bohr, $\tau=4$ bohr, $N=3$, and one well $-V_de^{-d^2/2\sigma^2}$ per domain with $V_d=2$ Ry and $\sigma=1.2$ bohr, where $d$ is the Cartesian distance to a site and the sites are generated from one site by $S$ and $C$. For $\alpha=0.23$ the coefficients in \eqref{eq:lap} are $1/16=0.062500$, $-2(0.23)/16=-0.028750$ and $c=0.004889$ bohr$^{-2}$. On a finite-difference torus with $M=4$ and $6\times8$ points per domain, the matrix of size $4\cdot6\cdot3\cdot8=576$ splits into 12 blocks of size 48, with off-block elements of at most $3.4\times10^{-15}$ Ry; the blocks equal the phase-wrapped matrices, and the kinetic matrix has no negative eigenvalue.

That test confirms the algebra of the grid but would pass with a wrong Laplacian. The Laplacian is tested symbolically against the Cartesian one, with the value $-0.2883629370$ from both at a sample point, and by a spectrum obtained without helical coordinates. For $\alpha=0.2$, $N\alpha=3/5$, the period is $5\tau=20$ bohr with 15 domains; $S^5$ is the translation itself, so periodic states have $e^{2\pi i\cdot5\eta}=1$ and $\eta=j/5$. The supercell is solved by Fourier collocation in plain $(\phi,z)$ with 1575 points, and the 15 blocks by Fourier collocation of the periodic part $u$ with 255 points each. The lowest level is $-0.804076$ Ry, and the lowest 30 levels of the two calculations differ by at most $7.4\times10^{-10}$ Ry. With the mixed term omitted the largest difference is $0.582$ Ry. The blocks use 255 points per domain where the supercell uses $1575/15=105$. Part of the excess has a structural reason: low $k$ at large $|m|$ requires $n\approx\alpha m$, so a rectangular range of $(n,l)$ that covers these waves for both signs of $m$ also contains many waves of high $k$. The rest is a margin of safety; 255 is not the smallest adequate number.

A sorted union of levels cannot detect a wrong sign of $\eta$. The supercell grid is mapped onto itself by $S$ and $C$, so its Hamiltonian can be projected on a chosen label by \eqref{eq:proj}. For $\nu=1$ this gives $-0.7694866$ Ry at $\eta=+0.2$ and $-0.6389498$ Ry at $\eta=-0.2$, the same values and the same assignment as the helical blocks.

For $\alpha=0.23$, $N\alpha=69/100$, the period is $100\tau=400$ bohr with 300 domains, while the block keeps its 255 points. At equal point density, dense diagonalisation with a cost cubic in the size needs $300^3$ units for the cell and 300 units for the blocks it contains, a ratio of $300^2$ at leading order. The level $E_1(0.25,1)=-0.8093182$ Ry changes by less than $10^{-6}$ Ry when the basis is enlarged, and the same seven decimals result from the block $(-\eta,N-\nu)$, from the structure with $-\alpha$ at $-\eta$, from the generator $SC^{-1}$, and from $\eta-1$. The structure with $-\alpha$ differs from the strict mirror image by a rigid shift along the axis, which commutes with $S$ and $C$ and leaves the labels alone. The lowest level of each block, in Ry, is
\begin{equation}
\begin{array}{c|ccc}
\eta&\nu=0&\nu=1&\nu=2\\ \hline
-0.25&-0.734640&-0.619420&-0.809318\\
0&-0.833761&-0.688168&-0.688168\\
0.25&-0.734640&-0.809318&-0.619420\\
0.5&-0.583708&-0.765048&-0.765048
\end{array}
\end{equation}
Time reversal pairs $(0.25,1)$ with $(-0.25,2)$, makes $\nu=0$ even in $\eta$, and equates $\nu=1$ and $2$ at $\eta=0$ and at $\eta=0.5\equiv-0.5$. The minimum lies at $(0,0)$, as the variational argument requires. On a grid of 20 values of $\eta$ the largest value is the one at $(0.5,0)$, and the spread is $-0.583708+0.833761=0.250053$ Ry, or $0.250\ \text{Ry}=3.40$ eV with $1\ \text{Ry}=13.605693$ eV. The lower end is the true minimum, but the upper end is a maximum over sampled points only, so the width of the band is at least this large.

Within $\nu=1$, $E_1(-0.25,1)-E_1(0.25,1)=-0.619420+0.809318=0.189898$ Ry, or $2.58$ eV. The output calls this a chiral splitting. The structure is chiral, since $2N\alpha=1.38$ is not an integer, but the number is the asymmetry of one block about $\eta=0$ for the generator with $\alpha=0.23$; by \eqref{eq:relabel} another generator moves the origin of $\eta$ by $\nu/N$ and changes it. What it establishes is that the sign of $\eta$ cannot be dropped when only half of the interval is sampled, unless $\nu$ is replaced by $N-\nu$ at the same time.

Finally, second-order finite differences on a single domain give $E_1(0.25,1)=-0.799137$ Ry on $24\times36$ points and $-0.806568$ Ry on $48\times72$. Measured from the collocation value $-0.809318$ Ry the errors are $+0.010181$ and $+0.002750$ Ry, with ratio $3.70$. They are positive, unlike those on the ring. In \eqref{eq:shearerr}, $\alpha^2/\tau^2=0.23\times0.028750/2=0.003306$ and $1/(4\pi^2R^2)=0.004889-0.003306=0.001583$ bohr$^{-2}$, a third of which is $0.000528$, so a wave running exactly around the axis has a positive error. Such waves do not set the size of the error in this state, and the block $\nu=1$ contains no wave along the axis, since $m=1+3l\neq0$. Weighting $\Delta$ with the plane-wave content of the state gives $+0.0113$ Ry on the coarse grid. Of this, $+0.0102$ Ry comes from oblique waves with $|k|$ between one half and twice $|m|/R$, led by $(n,m)=(1,4)$, $(-1,-2)$ and $(-2,-5)$; for these three $p_1p_2>0$, and the mixed term of $\Delta$ outweighs the two negative ones. The extrapolation $[4(-0.806568)+0.799137]/3=-0.809045$ Ry leaves $2.7\times10^{-4}$ Ry. If the error is modelled as $A+B$ on the coarse grid and $A/4+B/16$ on the fine one, this remainder equals $-B/4$, so $B\approx-0.0011$ Ry, about a tenth of the coarse-grid error; two grids cannot separate higher orders, and a third grid of $96\times144$ points, with error $+0.000703$ Ry, moves $B$ to about $-0.0014$ Ry beside an $h^6$ term of $+0.0002$ Ry. The $\alpha$-dependent part of \eqref{eq:shearerr} is positive and increases with $|\alpha|$, and \eqref{eq:relabel} allows $|\alpha|\le1/2N$, so the generator can be chosen to make that part as small as the structure permits. Because the remaining term is negative, the smallest $|\alpha|$ does not always give the smallest magnitude of \eqref{eq:shearerr}. For this level the gain is large: with $\alpha'=0.23-1/3$ and $\eta'=0.25-1/3$ the error on $24\times36$ points is $-0.00003$ Ry, a value helped by a near cancellation between the $\theta_1$ and $\theta_2$ parts, each about $10^{-4}$ Ry.

\section*{Computed values}
\begin{verbatim}
Laplacian test value: Cartesian -0.2883629370, helical -0.2883629370 bohr^-2
Hermiticity defect (relative): equal labels 1.3e-15, eta 0.30 vs 0.55 0.163
free state m=4 n=1 eta=0.3 kappa=0.9 bohr^-1 (alpha=0.23, tau=4.0 bohr)
  k = 0.596903 bohr^-1, E formula 1.16629272 Ry, E finite diff 1.16629272 Ry
ring: N=6, R=5.0 bohr, V0=0.5 Ry, n=16, h=0.327249 bohr, size 96 -> 6 x 16
  max off-block 7.9e-15 Ry, full vs blocks 4.3e-14 Ry
  broken symmetry delta=0.1 Ry: nu=0,1 coupling 0.050000 Ry
  nu=0: E1=-0.083668 E2=1.406186 Ry
  nu=1: E1=-0.052431 E2=1.032498 Ry
  nu=2: E1=0.028714 E2=0.721141 Ry
  nu=3: E1=0.088363 E2=0.584382 Ry
  nu=4: E1=0.028714 E2=0.721141 Ry
  nu=5: E1=-0.052431 E2=1.032498 Ry
  Mathieu q=0.694444, energy scale N^2/4R^2=0.3600 Ry
  nu=0 a0=-0.229649: exact -0.082674 n16 -0.083668 n32 -0.082921 extrap -0.082672 Ry, ratio 4.022
  nu=0 b2=3.959896: exact 1.425563 n16 1.406186 n32 1.420708 extrap 1.425549 Ry, ratio 3.992
  nu=3 b1=0.250316: exact 0.090114 n16 0.088363 n32 0.089678 extrap 0.090116 Ry, ratio 4.016
  nu=3 a1=1.628836: exact 0.586381 n16 0.584382 n32 0.585885 extrap 0.586386 Ry, ratio 4.028
tube: R=4.0 tau=4.0 sigma=1.2 bohr, N=3, depth=2.0 Ry
  Laplacian coefficients (alpha=0.23): d11 0.062500, d12 -0.028750, d22 0.004889 bohr^-2
  torus M=4, grid 6x8: size 576 -> 12 x 48, max off-block 3.4e-15 Ry
  alpha=0.2: supercell size 1575, 15 blocks of size 255, lowest level -0.804076 Ry
  lowest 30 levels: max deviation 7.4e-10 Ry; without mixed term 0.582 Ry
  eta=+0.2 nu=1: projected supercell -0.7694866, helical block -0.7694866 Ry
  eta=-0.2 nu=1: projected supercell -0.6389498, helical block -0.6389498 Ry
  alpha=0.2: translational period 5 tau = 20 bohr, 15 domains
  alpha=0.23: translational period 100 tau = 400 bohr, 300 domains
  E1(0.25,1)=-0.8093182 Ry; time reversal (-eta, N-nu): -0.8093182 Ry
  E1(0.25,1)=-0.8093182 Ry; mirror image (-eta, -alpha): -0.8093182 Ry
  E1(0.25,1)=-0.8093182 Ry; S->SC^-1 (eta-nu/N, alpha-1/N): -0.8093182 Ry
  E1(0.25,1)=-0.8093182 Ry; eta-1: -0.8093182 Ry
  chiral splitting E1(-0.25,1)-E1(0.25,1) = 0.189898 Ry = 2.5837 eV
  eta=-0.25: E1(nu=0,1,2) = -0.734640 -0.619420 -0.809318 Ry
  eta=+0.00: E1(nu=0,1,2) = -0.833761 -0.688168 -0.688168 Ry
  eta=+0.25: E1(nu=0,1,2) = -0.734640 -0.809318 -0.619420 Ry
  eta=+0.50: E1(nu=0,1,2) = -0.583708 -0.765048 -0.765048 Ry
  lowest band, 20-point eta grid: min -0.833761 max -0.583708 Ry
  width 0.250053 Ry = 3.4021 eV
  finite diff E1(0.25,1): 24x36 -0.799137, 48x72 -0.806568, extrap -0.809045 Ry, ratio 3.702
1 Ry = 13.605693 eV
\end{verbatim}
